**Valley splitting from random Ge atoms: the Rayleigh law and its limits**

The program tests the statement that a disorder-dominated intervalley coupling Δ, with variance \(S=\langle|\Delta|^2\rangle\), gives a valley splitting \(E_v=2|\Delta|\) with density \((E/2S)e^{-E^2/4S}\) and mean \(\sqrt{\pi S}\). Here \(S=u^2v_0I/(2\pi\ell^2)\), where \(u\) is the band-edge slope with Ge fraction, \(v_0\) the volume per atom, \(\ell\) the dot radius and \(I\) the integral of \(x(1-x)\chi^4\) over the vertical envelope χ. It asserts that \(S\) agrees with an explicit sum over lattice sites, and that the circular, non-circular and Rice mean formulas agree with integration over the complex plane. It also draws 12 000 random alloys, diagonalizes the two-valley matrix for each, and asserts agreement with the Rayleigh mean, median, spread and cumulative law within sampling tolerances. For a 9 nm well with 5 % Ge and a 2 meV dot, the output gives a mean of 0.327 meV from the formula and 0.325 meV from the alloys. With abrupt interfaces the Rayleigh mean fails, 0.325 meV against 0.498 meV sampled, while the Rice mean gives 0.500 meV. A ten-orbital calculation shows that orbital mixing changes the ensemble mean by no more than about 1 %, but individual dots by 13 % of the mean (rms).

## Program and output

```python
# RESULT UNDER TEST: in a Si/SiGe well whose intervalley coupling Delta is
# dominated by random Ge placement, Delta is a zero-mean circular complex
# Gaussian with S = E|Delta|^2, and the valley splitting E_v = 2|Delta| has
#   p(E) = E/(2S) exp(-E^2/(4S)),   mean = sqrt(pi S),
#   S = u^2 v0/(2 pi l^2) * integral x(1-x) chi^4 dz.
# u: band-edge slope dEc/dx (eV), v0: volume per atom (nm^3), l: dot radius
# (nm) with |phi|^2 = exp(-r^2/l^2)/(pi l^2), x: Ge fraction, chi: vertical
# envelope, k0: valley wavenumber. Internal units: eV and nm.
import math
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import eigh_tridiagonal
from scipy.special import expit, hyp1f1, eval_hermite

rng = np.random.default_rng(20)
HB2 = const.hbar**2 / (const.m_e * const.e) * 1e18   # hbar^2/m0, eV nm^2
KB = const.k / const.e

# rough parameters of a Si/SiGe spin-qubit well
a = 0.543
d = a / 4
v0 = a**3 / 8
k0 = 0.85 * 2 * np.pi / a
m_long, m_trans = 0.92, 0.19
u = 0.50
x_barrier, x_well = 0.30, 0.05
n_well, n_pad = 66, 44
width = n_well * d
tau = 0.25
field = 0.003
hw = 0.002
temperature = 0.1
threshold = 1e-4


def dot_radius(energy):
    return math.sqrt(HB2 / (m_trans * energy))


ell = dot_radius(hw)


def solve_well(xw, tau_i, radius):
    """Vertical envelope and the statistics of Delta for one Ge profile."""
    h = d / 4
    n_fine = 4 * (n_well + 2 * n_pad) - 1
    z = -n_pad * d + h * np.arange(1, n_fine + 1)
    x = x_barrier - (x_barrier - xw) * expit(z / tau_i) * expit((width - z) / tau_i)
    kin = HB2 / (2 * m_long * h**2)
    energy, vec = eigh_tridiagonal(u * x + field * z + 2 * kin,
                                   -kin * np.ones(n_fine - 1),
                                   select='i', select_range=(0, 1))
    chi2 = vec[:, 0]**2 / h
    integral = h * np.sum(x * (1 - x) * chi2**2)
    S = u**2 * v0 * integral / (2 * np.pi * radius**2)
    zl, xl, cl = z[1::4], x[1::4], chi2[1::4]         # atomic layers
    mean = u * d * np.sum(xl * cl * np.exp(-2j * k0 * zl))
    weight = xl * (1 - xl) * cl**2
    rho = abs(np.sum(weight * np.exp(-4j * k0 * zl))) / weight.sum()
    return dict(E=energy, integral=integral, S=S, mean=mean, rho=rho,
                z=zl, x=xl, chi2=cl, weight=weight)


# in-plane positions (units of a) of the two atoms per cell in the four layers
LAYER_BASIS = [[(0, 0), (.5, .5)], [(.25, .25), (.75, .75)],
               [(.5, 0), (0, .5)], [(.75, .25), (.25, .75)]]


def lateral_r2(kind, radius):
    n = int(3.3 * radius / a) + 2
    i, j = np.meshgrid(np.arange(-n, n), np.arange(-n, n))
    return np.concatenate([((i + p)**2 + (j + q)**2).ravel() * a**2
                           for p, q in LAYER_BASIS[kind]])


def lattice_variance(well, radius):
    """Sum of single-atom variances over every site of the diamond lattice."""
    phi4 = [np.sum((np.exp(-lateral_r2(k, radius) / radius**2)
                    / (np.pi * radius**2))**2) for k in range(4)]
    return (u * v0)**2 * sum(w * phi4[m % 4] for m, w in enumerate(well['weight']))


def random_alloys(well, n_samples):
    """Draw Ge atoms at random, return Delta and the diagonalized splitting."""
    edges = np.linspace(0, 3.2 * ell, 25)
    rings = []
    for kind in range(4):
        r2 = lateral_r2(kind, ell)
        phi2 = np.exp(-r2 / ell**2) / (np.pi * ell**2)
        count = np.histogram(np.sqrt(r2), edges)[0]
        total = np.histogram(np.sqrt(r2), edges, weights=phi2)[0]
        rings.append([(int(c), t / c) for c, t in zip(count, total) if c > 0])
    delta = np.zeros(n_samples, complex)
    shift = np.zeros(n_samples)
    for m in np.flatnonzero(well['chi2'] > 1e-4 * well['chi2'].max()):
        load = np.zeros(n_samples)
        for count, phi2 in rings[m % 4]:
            load += phi2 * rng.binomial(count, well['x'][m], n_samples)
        load *= u * v0 * well['chi2'][m]
        shift += load
        delta += load * np.exp(-2j * k0 * well['z'][m])
    H = np.zeros((n_samples, 2, 2), complex)
    H[:, 0, 0] = H[:, 1, 1] = shift
    H[:, 0, 1], H[:, 1, 0] = delta, delta.conj()
    levels = np.linalg.eigvalsh(H)
    return delta, levels[:, 1] - levels[:, 0]


def plane_mean(rho, mu):
    """Mean of 2|Delta| for S = 1 by integration over the complex plane."""
    t = np.linspace(-8, 8, 1601)
    X, Y = np.meshgrid(t, t)
    g = np.exp(-(X - mu)**2 / (1 + rho) - Y**2 / (1 - rho))
    return np.sum(2 * np.hypot(X, Y) * g) / np.sum(g)


def angular_factor(rho):
    return quad(lambda t: math.sqrt(1 + rho * math.cos(2 * t)), 0, np.pi)[0] / np.pi


# --- mean formulas against integration over the complex plane
assert abs(plane_mean(0, 0) / math.sqrt(np.pi) - 1) < 1e-4
assert abs(plane_mean(0.6, 0) / (math.sqrt(np.pi) * angular_factor(0.6)) - 1) < 1e-4
assert abs(angular_factor(0.2) - (1 - 0.2**2 / 16)) < 1e-4
assert abs(plane_mean(0, 1.1) / (math.sqrt(np.pi) * hyp1f1(-.5, 1, -1.21)) - 1) < 1e-4

# --- main example: variance against the explicit lattice sum
main = solve_well(x_well, tau, ell)
S = main['S']
root_S = math.sqrt(S)
mean_Ev = math.sqrt(np.pi * S)
median_Ev = 2 * math.sqrt(S * math.log(2))
std_Ev = math.sqrt((4 - np.pi) * S)
S_lattice = lattice_variance(main, ell)
assert abs(S_lattice / S - 1) < 5e-3
S_small_dot = lattice_variance(main, dot_radius(2 * hw))
assert abs(math.sqrt(S_small_dot / S_lattice) - math.sqrt(2)) < 5e-3


def cdf(E):
    return 1 - np.exp(-E**2 / (4 * S))


# --- random alloys against the Rayleigh law (tolerances: sampling noise)
n_samples = 12000
delta, Ev = random_alloys(main, n_samples)
ordered = np.sort(Ev)
steps = np.arange(n_samples + 1) / n_samples
ks = max(np.max(np.abs(cdf(ordered) - steps[1:])),
         np.max(np.abs(cdf(ordered) - steps[:-1])))
frac_low = np.mean(Ev < threshold)
fluct = delta - main['mean']
assert abs(Ev.mean() / mean_Ev - 1) < 0.02
assert abs(np.median(Ev) / median_Ev - 1) < 0.03
assert abs(Ev.std() / std_Ev - 1) < 0.04
assert abs(np.mean(np.abs(fluct)**2) / S - 1) < 0.04
assert abs(abs(np.mean(fluct**2)) / S - main['rho']) < 0.05
assert abs(frac_low - cdf(threshold)) < 0.012
assert ks < 0.02

# --- abrupt interfaces: the mean coupling survives, Rayleigh must fail
sharp = solve_well(x_well, 1e-3, ell)
_, Ev_sharp = random_alloys(sharp, n_samples)
rayleigh_sharp = math.sqrt(np.pi * sharp['S'])
rice_sharp = rayleigh_sharp * hyp1f1(-.5, 1, -abs(sharp['mean'])**2 / sharp['S'])
assert abs(Ev_sharp.mean() / rice_sharp - 1) < 0.025
assert Ev_sharp.mean() > 1.2 * rayleigh_sharp

# --- Ge-free well: only the barrier tails are disordered
pure = solve_well(0.0, tau, ell)

# --- mixing with excited lateral orbitals: ten orbitals in each valley
s = np.arange(-15, 16) * 0.3
cell = (0.3 * ell)**2
one_d = [eval_hermite(n, s) * np.exp(-s**2 / 2)
         / math.sqrt(2**n * math.factorial(n) * math.sqrt(np.pi) * ell)
         for n in range(4)]
quanta = [(p, q) for p in range(4) for q in range(4 - p)]
orbitals = np.array([np.outer(one_d[p], one_d[q]).ravel() for p, q in quanta])
n_orb, n_mix = len(quanta), 3000
pairs = (orbitals[:, None] * orbitals[None]).reshape(n_orb**2, -1) * cell
amp = math.sqrt(S * 2 * np.pi * ell**2 / cell)
shape = (n_mix, len(s)**2)
V = (amp * rng.standard_normal(shape) @ pairs.T).reshape(-1, n_orb, n_orb)
D = (amp / math.sqrt(2) * (rng.standard_normal(shape) @ pairs.T
     + 1j * (rng.standard_normal(shape) @ pairs.T))).reshape(-1, n_orb, n_orb)
diagonal = V + np.diag([hw * (p + q) for p, q in quanta])
H = np.block([[diagonal, D], [D.conj(), diagonal]])
levels = np.linalg.eigvalsh(H)
first_order = 2 * np.abs(D[:, 0, 0])
mixed = levels[:, 1] - levels[:, 0]
mix_ratio = mixed.mean() / first_order.mean()
mix_rms = math.sqrt(np.mean((mixed - first_order)**2)) / first_order.mean()
assert abs(first_order.mean() / mean_Ev - 1) < 0.04
assert abs(mix_ratio - 1) < 0.10

# --- other neglected effects
largest_atom = u * v0 * main['chi2'].max() / (np.pi * ell**2) / root_S
phase = abs(np.angle(np.exp(-4j * k0 * d)))
alias_period = 2 * np.pi / phase * d
barrier = u * x_barrier - main['E'][0]
wkb = 2 * quad(lambda t: math.sqrt(2 * m_long * max(barrier - field * t, 0) / HB2),
               0, barrier / field)[0]
mismatch, c12_over_c11 = 0.042, 0.385      # rough Si/Ge mismatch, elastic ratio
strain = mismatch * (x_barrier - x_well)
volume = ((1 + mismatch * x_barrier)**2 * (1 + mismatch * x_well)
          * (1 - 2 * c12_over_c11 * strain))

print(f"Lattice constant a = {a:.3f} nm; layer spacing = {d:.4f} nm")
print(f"Volume per atom v0 = {v0:.5f} nm^3; k0 = {k0:.3f} 1/nm")
print(f"Masses: longitudinal {m_long:.2f}, transverse {m_trans:.2f} m0")
print(f"Band-edge slope u = {u:.2f} eV per unit Ge fraction")
print(f"Ge fraction: well {x_well:.2f}, barrier {x_barrier:.2f}")
print(f"Well width = {width:.2f} nm; interface width 4 tau = {4*tau:.2f} nm")
print(f"Vertical field = {field*10:.3f} MV/cm")
print(f"Dot level spacing = {hw*1e3:.1f} meV; dot radius l = {ell:.2f} nm")
print(f"Integral of x(1-x)chi^4 = {main['integral']:.5f} 1/nm")
print(f"S = {S*1e6:.5f} meV^2; sqrt(S) = {root_S*1e3:.4f} meV")
print(f"Lattice-sum S / formula S = {S_lattice/S:.5f}")
print(f"MEAN valley splitting sqrt(pi S) = {mean_Ev*1e3:.4f} meV")
print(f"Mean splitting as a temperature = {mean_Ev/KB:.2f} K")
print(f"Median = {median_Ev*1e3:.4f} meV; std = {std_Ev*1e3:.4f} meV")
print(f"Most probable splitting sqrt(2S) = {math.sqrt(2*S)*1e3:.4f} meV")
print(f"P(E_v < {threshold*1e3:.2f} meV): formula {cdf(threshold):.4f}, alloys {frac_low:.4f}")
print(f"Random alloys drawn = {n_samples}")
print(f"Alloys: mean {Ev.mean()*1e3:.4f}, median {np.median(Ev)*1e3:.4f}, std {Ev.std()*1e3:.4f} meV")
print(f"Largest gap between sampled and Rayleigh cumulative laws = {ks:.4f}")
print(f"Mean for a {2*hw*1e3:.1f} meV dot (lattice sum) = {math.sqrt(np.pi*S_small_dot)*1e3:.4f} meV")
print(f"Residual mean |Delta0| = {abs(main['mean'])*1e6:.2e} ueV")
print(f"|Delta0|/sqrt(S) = {abs(main['mean'])/root_S:.2e}")
print(f"Aliased period of the 4 k0 phase = {alias_period:.3f} nm")
print(f"Non-circularity rho = {main['rho']:.2e}")
print(f"Largest single-atom term / sqrt(S) = {largest_atom:.4f}")
print(f"Abrupt well: |Delta0| = {abs(sharp['mean'])*1e3:.4f} meV, sqrt(S) = {math.sqrt(sharp['S'])*1e3:.4f} meV")
print(f"Abrupt well: rho = {sharp['rho']:.4f}")
print(f"Abrupt well mean: alloys {Ev_sharp.mean()*1e3:.4f}, Rice {rice_sharp*1e3:.4f} meV")
print(f"Abrupt well mean if Rayleigh were used = {rayleigh_sharp*1e3:.4f} meV")
print(f"Ge-free well: sqrt(pi S) = {math.sqrt(np.pi*pure['S'])*1e3:.4f} meV")
print(f"Ge-free well: rho = {pure['rho']:.4f}, mean factor = {angular_factor(pure['rho']):.5f}")
print(f"Ge-free well: |Delta0|/sqrt(S) = {abs(pure['mean'])/math.sqrt(pure['S']):.2e}")
print(f"Orbital mixing: mean splitting / first-order mean = {mix_ratio:.4f}")
print(f"Orbital mixing: rms change of one dot / mean = {mix_rms:.4f}")
print(f"Vertical subband gap = {(main['E'][1]-main['E'][0])*1e3:.2f} meV")
print(f"Strained cell volume changes the mean by {100*(math.sqrt(volume)-1):.2f} %")
print(f"Top barrier above the level = {barrier*1e3:.1f} meV; tunnel path = {barrier/field:.1f} nm")
print(f"WKB tunnelling exponent = {wkb:.1f}")
print(f"kT at {temperature:.1f} K = {KB*temperature*1e6:.2f} ueV; P(E_v < kT) = {cdf(KB*temperature):.2e}")
print("ALL CHECKS PASSED")
```

Output:

```
Lattice constant a = 0.543 nm; layer spacing = 0.1358 nm
Volume per atom v0 = 0.02001 nm^3; k0 = 9.836 1/nm
Masses: longitudinal 0.92, transverse 0.19 m0
Band-edge slope u = 0.50 eV per unit Ge fraction
Ge fraction: well 0.05, barrier 0.30
Well width = 8.96 nm; interface width 4 tau = 1.00 nm
Vertical field = 0.030 MV/cm
Dot level spacing = 2.0 meV; dot radius l = 14.16 nm
Integral of x(1-x)chi^4 = 0.00858 1/nm
S = 0.03407 meV^2; sqrt(S) = 0.1846 meV
Lattice-sum S / formula S = 1.00000
MEAN valley splitting sqrt(pi S) = 0.3272 meV
Mean splitting as a temperature = 3.80 K
Median = 0.3073 meV; std = 0.1710 meV
Most probable splitting sqrt(2S) = 0.2610 meV
P(E_v < 0.10 meV): formula 0.0708, alloys 0.0717
Random alloys drawn = 12000
Alloys: mean 0.3251, median 0.3057, std 0.1699 meV
Largest gap between sampled and Rayleigh cumulative laws = 0.0070
Mean for a 4.0 meV dot (lattice sum) = 0.4627 meV
Residual mean |Delta0| = 1.10e-03 ueV
|Delta0|/sqrt(S) = 5.93e-06
Aliased period of the 4 k0 phase = 0.905 nm
Non-circularity rho = 1.87e-04
Largest single-atom term / sqrt(S) = 0.0214
Abrupt well: |Delta0| = 0.2035 meV, sqrt(S) = 0.1833 meV
Abrupt well: rho = 0.0012
Abrupt well mean: alloys 0.4984, Rice 0.4996 meV
Abrupt well mean if Rayleigh were used = 0.3249 meV
Ge-free well: sqrt(pi S) = 0.0329 meV
Ge-free well: rho = 0.0205, mean factor = 0.99997
Ge-free well: |Delta0|/sqrt(S) = 5.89e-05
Orbital mixing: mean splitting / first-order mean = 0.9952
Orbital mixing: rms change of one dot / mean = 0.1306
Vertical subband gap = 15.39 meV
Strained cell volume changes the mean by 0.96 %
Top barrier above the level = 109.1 meV; tunnel path = 36.4 nm
WKB tunnelling exponent = 78.7
kT at 0.1 K = 8.62 ueV; P(E_v < kT) = 5.45e-04
ALL CHECKS PASSED
```
